The Simmons Hyperbolic Image Potential Is 2.3 Times Too Deep at Midgap

A tunnelling current through a thin insulator can be turned into a barrier height: a barrier shape is assumed, the current is calculated, and the height is adjusted until calculation and data agree. If the assumed image lowering is too strong, the fit compensates with a barrier that is too high. For the 3 nm high-k film treated below, taken between ideal metal plates, the Simmons hyperbola makes the calculated current about three times too large, and a fit that uses it returns a barrier 0.21 eV too high. Nothing in the quality of the fit at that bias reveals the error.

**The belief and its appeal**

An electron of charge q = −e sits in a dielectric of permittivity ε = ε_r ε₀, at distance x from one of two parallel metal plates a distance s apart. The Simmons expression for its image energy is

W_S(x) = −1.15 λ s²/[x(s − x)],  λ = e² ln2/(8πεs).

The belief is that this is the two-plate image energy, apart from a modest fitting error expressed by the 1.15.

There are good reasons to find it plausible. The expression is symmetric about the middle, diverges as 1/x at each plate as an image energy must, scales correctly with s and ε, and contains the ln2 that the exact midpoint energy also contains. It also follows the potential produced by the plates at the electron, multiplied by the electron's charge, to within about 20%. But that product is twice the image energy. To see this, the factor one half and the potential must both be derived.

**Where the half comes from**

Take the plates as ideal conductors held at fixed potentials and the dielectric as uniform. The total potential is then the sum of two parts. One is the applied potential, which the electron does not alter. The other is the potential of the electron between grounded plates. From this second part, subtract the potential the electron would have in the same dielectric without plates. The remainder is the induced potential. At height z above the first plate, on the line through the electron, it is proportional to the charge:

φ_ind(z; x) = q g(z, x).

By reciprocity g(z, x) = g(x, z). The force on the electron comes from the gradient in z with the induced charges held where they are:

F = −q² ∂g(z, x)/∂z at z = x.

When the electron is moved, both arguments of g(x, x) change, and by symmetry they contribute equally:

dg(x, x)/dx = 2 ∂g(z, x)/∂z at z = x.

Therefore F = −d[½q² g(x, x)]/dx, and the image energy is

W(x) = ½ q φ_ind(x; x).

The half reflects the fact that the plate charges follow the electron. The applied potential carries no such factor, because its sources do not respond to the electron's position. The zero of W is the electron in the same dielectric with the plates infinitely far away.

As a numerical test, the forces from the explicit set of image charges were summed and integrated from x/s = 0.5 to 0.2. The work divided by the change in W came out as 1.000000. Without the half it would have been one half.

**The induced potential**

Decompose the potential into waves along the plates with wavenumber k. Each amplitude G(z) obeys

ε(G″ − k²G) = −q δ(z − x),  G(0) = G(s) = 0.

The solutions that vanish at the plates and join continuously at z = x are

G = C sinh(k(s − x)) sinh(kz) for z < x,
G = C sinh(kx) sinh(k(s − z)) for z > x.

Integrating the equation across z = x gives a slope jump of −q/ε. From the two expressions the jump is

−Ck[sinh(kx) cosh(k(s − x)) + cosh(kx) sinh(k(s − x))] = −Ck sinh(ks),

so C = q/[εk sinh(ks)]. At the electron,

G(x) = q sinh(kx) sinh(k(s − x))/[εk sinh(ks)].

Without plates the decaying solution is q e^(−k|z−x|)/(2εk), which equals q/(2εk) at the electron. Subtract it and sum over the in-plane wavevectors with weight d²k/(2π)² = k dk/(2π):

φ_ind = −(q/4πε) ∫₀^∞ dk B(k),

B(k) = 1 − 2 sinh(kx) sinh(k(s − x))/sinh(ks).

**The midpoint**

Set x = s/2 and a = ks/2. Since sinh(2a) = 2 sinh a cosh a,

B = 1 − 2 sinh²a/sinh(2a) = 1 − tanh a = 2e^(−2a)/(1 + e^(−2a)).

The last form is the derivative of −ln(1 + e^(−2a)), so its integral over a from 0 to ∞ is ln2. With dk = (2/s) da, the integral over k is 2 ln2/s. Hence

W(s/2) = ½q · [−(q/4πε)(2 ln2/s)] = −e² ln2/(4πεs) = −2λ.

At the same point s²/[x(s − x)] = 4, so the hyperbola gives

W_S(s/2) = −4.6λ.

The ratio is 4.6/2 = 2.3. A factor 2 is the missing half; the remaining 1.15 is the misfit of the hyperbola at this point. Thickness and permittivity cancel from the ratio.

**A check from the pull on a plate**

The result can be reached without using the potential at the electron. Keep the electron midway between grounded plates. The surface charge on the plate at z = 0 is −ε times the slope of the potential there, so its wave amplitude is

σ_k = −εkC sinh(ks/2) = −q/[2 cosh(ks/2)].

The pull on the plate is the integral of σ²/(2ε) over its area. By Parseval's theorem,

P = (1/2ε) ∫₀^∞ (k dk/2π) q²/[4 cosh²(ks/2)]
 = [q²/(4πεs²)] ∫₀^∞ a sech²a da.

Integrating by parts, with tanh a − 1 as the antiderivative of sech²a, leaves ∫(1 − tanh a) da = ln2. Thus

P = e² ln2/(4πεs²).

Now imagine the plates immersed in an ideal fluid of fixed ε, and move each outward by ds/2. An external agent does work P ds in total, and grounding supplies no energy because the potential is zero. Separating the plates to infinity brings W to zero, so

W(s/2) = −∫_s^∞ P(s′) ds′ = −e² ln2/(4πεs).

This confirms both the half and the zero of energy. A separate real-space sum of the plate charge gave P = 0.693147 in units of e²/(4πεs²), equal to ln2 to the digits printed.

**The rest of the gap**

The midpoint could have been an unlucky place to compare. To treat the whole gap, use

2 sinh(kx) sinh(k(s − x)) = cosh(ks) − cosh(k(s − 2x)),

which turns B into

B = [cosh(k(s − 2x)) − e^(−ks)]/sinh(ks).

Expand 1/sinh(ks) = 2 Σ e^(−(2n+1)ks), with n running from 0 to ∞. Multiplying out gives

B = Σ [e^(−2k(ns+x)) + e^(−2k((n+1)s−x)) − 2e^(−2k(n+1)s)].

Each bracket is positive, because its first two exponentials both exceed e^(−2k(n+1)s). The series may therefore be integrated term by term. With u = x/s,

∫₀^∞ B dk = (1/2s) Σ [1/(n+u) + 1/(n+1−u) − 2/(n+1)].

Multiply by −e²/(8πε), and take the two singular terms out of the n = 0 bracket:

W = −(e²/16πεs)[1/u + 1/(1−u) − h(u)],

h(u) = 2 + Σ_{n≥1} [2/(n+1) − 1/(n+u) − 1/(n+1−u)].

At u = 0 the sum becomes Σ[1/(n+1) − 1/n] = −1, so h(0) = 1. At the middle, the known energy requires 4 − h = 4 ln2, so h(½) = 4(1 − ln2), about 1.23. Between them h rises, because

h′(u) = Σ_{n≥1} [1/(n+u)² − 1/(n+1−u)²]

has positive terms for u < ½.

Since 1/u + 1/(1−u) = 1/[u(1−u)], the ratio of the two energies is

W_S/W = 2.3 ln2/[1 − u(1−u)h(u)].

Both u(1−u) and h increase from a plate to the middle, so the ratio increases too. It starts at 2.3 ln2 = 1.59 and passes through 1.77, 1.95 and 2.13 at u = 0.1, 0.2 and 0.3. At the middle the denominator is ln2 and the ratio is 2.3. The Simmons expression is too deep throughout the gap.

The limit near a plate is a useful second case. For x much smaller than s, the exact energy becomes −e²/(16πεx), the energy of a charge facing a single plate. The other plate has dropped out, yet the hyperbola is still 1.59 times too deep.

**What a correction can and cannot do**

Halving W_S restores the missing half. Relative to the exact energy, the result is then 0.797 at the plates and 1.15 at the middle. These are also the ratios of the original hyperbola to twice the exact energy, which is why it looks like a respectable fit when the half has been forgotten.

A different constant cannot remove the remaining error. Suppose a hyperbola has A times the correct strength at the plates. Its ratio to the exact energy is A there and A/ln2 in the middle. The largest relative error is smallest when the two deviations are equal:

1 − A = A/ln2 − 1,  A = 2 ln2/(1 + ln2).

The error is then (1 − ln2)/(1 + ln2), or 18%.

A better formula keeps the correct plate terms and replaces the slowly varying h by its midpoint value:

W ≈ −(e²/16πε)[1/x + 1/(s − x) − 4(1 − ln2)/s].

It is exact at the middle and has the right leading divergence at each plate. Compared with the exact energy over the gap, its largest relative error was 1.6%. It is as easy to evaluate as the hyperbola.

**A high-k film in numbers**

Consider a symmetric metal/HfO₂/metal capacitor. The following are rough typical values, not a fit to a particular sample: s = 3.0 nm, optical relative permittivity 4.0, barrier φ₀ = 2.0 eV, tunnelling mass m* = 0.2 mₑ, bias V = 0.9 V and temperature 300 K. With e²/(4πε₀) = 1.440 eV nm,

λ = 1.440 × 0.6931/(2 × 4.0 × 3.0) = 0.0416 eV.

The midpoint image energy is −2λ = −0.083 eV, whereas the hyperbola gives −4.6λ = −0.191 eV. The excess depth is 0.108 eV. For checking a calculation by hand, the exact midpoint value is close to −1 eV nm/(ε_r s).

Measure energy from the Fermi level of the injecting electrode. The barrier is

U(x) = φ₀ − eVx/s + W(x).

Its top lies at 2.00 eV without an image term, 1.67 eV with the exact one and 1.52 eV with the hyperbola. In the WKB approximation an electron with energy E along x is transmitted with probability

T(E) = exp{−(2/ħ) ∫ √[2m*(U − E)] dx},

where the integral covers the region with U > E. At the Fermi level the exponent is 17.05 without an image, 15.14 with the exact image and 13.91 with the hyperbola. The last two differ by 1.22, so the hyperbola multiplies the transmission by e^1.22 = 3.4.

For the current, take free electrons in the electrodes and let T depend on E alone. The current is the sum over states, with two spins, of charge × velocity × transmission × occupation difference. Along x, velocity times dk_x is dE/ħ; across it, d²k/(2π)² is mₑ dE_t/(2πħ²), where E_t is the transverse energy. Integrating the Fermi functions over E_t gives

J = [e mₑ/(2π²ħ³)] ∫ T(E) N(E) dE,

N(E) = k_BT ln{[1 + e^(−E/k_BT)]/[1 + e^(−(E+eV)/k_BT)]}.

The results are 25 A/cm² without an image, 147 A/cm² with the exact image and 458 A/cm² with the hyperbola. The hyperbola overstates the current by a factor 3.1. Halving it gives 0.85 times the exact-image current; the better formula gives 0.99 times.

Now treat the exact-image current as data and fit φ₀ with the hyperbola, holding thickness, mass, permittivity and bias fixed. The fit returns 2.21 eV instead of 2.00 eV. This error is about twice the midpoint excess because the excess is not a rigid shift. From the formulas above,

W − W_S = (e²/16πεs)[(2.3 ln2 − 1)/(u(1−u)) + h(u)].

The prefactor is 0.030 eV. At u = 0.1 the bracket is about 7.7 and the excess is 0.23 eV, against 0.108 eV in the middle. The fitted height has to compensate for the whole profile.

**How far the example can be trusted**

The ratio 2.3 belongs to electrostatics with ideal plates; the current also depends on the tunnelling model. Solving the wave equation at the Fermi level, with electrode bands 5 eV deep and the divergent image wells cut off at the band bottom, gives a transmission ratio of 3.43 between hyperbola and exact image, against 3.40 from WKB. The transmission itself, however, is 4.7 times the WKB value. With bands 10 eV deep, and the image wells near the plates cut off at that depth, the ratio is 2.9 and the factor 4.7 becomes 3.5. The close agreement with WKB thus depends on the band depth, but the comparison remains firmer than the absolute currents.

Letting T depend on E alone also affects the absolute currents. If transverse momentum is conserved and the barrier mass is the same in all directions, then at fixed total energy T falls with E_t as if E had been lowered by E_t mₑ/m* instead of E_t. For deep electrode bands this multiplies every WKB current by m*/mₑ = 0.2, and leaves the current ratios and the fitted height unchanged. With a mass of 0.1 mₑ the current ratio falls from 3.1 to 2.2. Heating from 300 to 400 K at fixed barrier height raises the exact-image current by about 3%.

The choice of permittivity matters more. A static value of 20 would reduce the midpoint energy to −0.017 eV and the current ratio to 1.3, although the energy ratio would remain 2.3. An estimate of the tunnelling time is s m*/(ħκ), where κ is the exponent divided by 2s; it gives 2.1 fs. For a rough phonon energy of 0.05 eV the response time 1/ω is 13 fs, too slow to follow. For a plasmon energy of 2.5 eV, which is at the low end for metals, it is 0.26 fs. This favours the optical permittivity and a largely, though not perfectly, prompt metal response.

Real electrodes are not ideal mirrors. Let r₁ and r₂ be the amplitudes with which they reflect a potential wave of wavenumber k. At the midpoint, the waves a₁ and a₂ returning from the two sides, relative to the direct wave, satisfy

a₁ = r₁e^(−ks)(1 + a₂),  a₂ = r₂e^(−ks)(1 + a₁),

and φ_ind = (q/4πε)∫(a₁ + a₂) dk. Ideal plates have r = −1, which restores the earlier result. In a metal with screening length ℓ the potential decays at the rate κ_m = √(k² + 1/ℓ²). Matching potential and displacement, with no other polarisation in the metal, gives

r = (ε_r k − κ_m)/(ε_r k + κ_m).

For a rough ℓ of 0.05 nm in both electrodes, the midpoint energy becomes −0.073 eV. If instead one ideal plate is replaced by silicon without free carriers, then r = (ε_r − ε_Si)/(ε_r + ε_Si), and ε_Si = 11.7 gives −0.070 eV. In these two models the energy becomes shallower, which widens the gap to the hyperbola's −0.191 eV. The screening model gives the metal a sharp edge and leaves out the spill-out of its electrons, which moves the effective mirror toward the film and works the other way, so the net shift depends on the actual interface.

The midpoint shift understates what screening does to the current. For small k, r ≈ −e^(−2ε_r kℓ), as if each plate lay deeper by ε_rℓ = 0.2 nm. That matters most near the plates, where the image energy is largest. With this screening model across the whole gap, the current is only about 0.2 of its ideal-plate value, and a fit that assumes ideal plates returns a barrier about 0.3 eV too high. Part of this comes from the last 0.05 nm or so before each plate, where r has changed sign at large k and the model makes the image energy positive. That repulsion should not be taken literally. With the positive part set to zero, the current is about 0.3 of its ideal-plate value and the fitted barrier about 0.24 eV too high. The size of the effect is therefore uncertain, but within this model it is not negligible.

Very close to a plate the point-image picture itself fails. The single-plate energy here is −0.090 eV nm/x, which reaches −2 eV at x = 0.045 nm, inside the screening length and below atomic spacings. The divergence should not be read as a real potential well.

For a real HfO₂ capacitor or gate stack, the chosen thickness and barrier are of a realistic size, and the applied field V/s = 3 MV/cm is 0.6 of a rough breakdown field of 5 MV/cm. Defect-assisted leakage and an interfacial oxide are left out. Either can change the measured current, and no size is assigned to them here, so the calculated currents are not predictions for a device. Where direct tunnelling does dominate, a barrier height obtained with the unhalved hyperbola should be refitted. The ideal-plate energy removes the error of the hyperbola, but not the error from electrode screening, which can be as large; an accurate height needs the reflection of the actual electrodes. Subtracting a fixed 0.21 eV would be wrong even for ideal plates, since the error changes with the film: it is about 0.30 eV at a thickness of 2 nm and 0.15 eV at a permittivity of 6, with the other values kept. It hardly depends on the tunnelling mass, which scales both WKB exponents alike. The numerical output below gives the main values in more digits.

Computed values

```
midpoint ratio Simmons/exact (k integral): 2.3000
ratio at the plates: 1.5943
ratio at x/s = 0.1: 1.767
ratio at x/s = 0.2: 1.954
ratio at x/s = 0.3: 2.128
plate pull, units e^2/(4 pi eps s^2): 0.693147; ln2 = 0.693147
work/energy change, x/s 0.5 to 0.2: 1.000000
halved hyperbola, ratio at plates, middle: 0.797, 1.150
best single hyperbola, worst error: 18.1 %
repaired formula, worst error: 1.58 %
thickness 3.0 nm, optical permittivity 4.0, barrier 2.0 eV
mass 0.2 m_e, bias 0.9 V, temperature 300 K
e^2/(4 pi eps0): 1.43996 eV nm
lambda: 0.04159 eV
midpoint image energy, exact: -0.0832 eV
midpoint image energy, Simmons: -0.1913 eV
excess depth at midpoint: 0.1081 eV
barrier top, no image: 2.000 eV
barrier top, exact image: 1.669 eV
barrier top, Simmons: 1.523 eV
WKB exponent at Fermi level, no image: 17.054
WKB exponent, exact image: 15.138
WKB exponent, Simmons: 13.914
current density, no image: 2.454e+01 A/cm2
current density, exact image: 1.466e+02 A/cm2
current density, Simmons: 4.582e+02 A/cm2
current ratio Simmons/exact: 3.126
current ratio halved/exact: 0.852
current ratio repaired/exact: 0.9878
barrier fitted with Simmons image: 2.211 eV
error of fitted barrier: 0.211 eV
Fermi-level transmission ratio, WKB: 3.398
same ratio, wave equation (band depth 5.0 eV): 3.427
wave/WKB transmission, exact image: 4.74
current at 400 K / 300 K: 1.027
current ratio Simmons/exact, mass 0.1 m_e: 2.192
current ratio, static permittivity 20.0: 1.326
midpoint energy, static: -0.0166 eV
tunnelling time: 2.05 fs
1/omega, phonon 0.05 eV: 13.2 fs
1/omega, plasmon 2.5 eV: 0.26 fs
midpoint energy, screening length 0.05 nm: -0.0733 eV
midpoint energy, one silicon electrode (11.7): -0.0704 eV
field: 3.00 MV/cm; rough breakdown field: 5.0 MV/cm
field / breakdown field: 0.60
```
